**Hyperfine-induced E1 decay of 2 3P0 with overlapping radiative widths**

The program tests the rate A_HF = A_S[(E0−E_T)W_S + vW_T]² / {(E0−E_a)²(E0−E_b)² + [ħA_S(E0−E_T)/2]²} for weak hyperfine mixing. E0, E_T and E_S are the energies of 3P0 and of the pure LS states 3P1 and 1P1, v couples the latter two, and E_a and E_b are the resulting J = 1 levels. W_T and W_S are the hyperfine elements from 3P0, and A_S is the E1 rate of the pure singlet to the ground state at the 3P0 photon energy. The program asserts the hyperfine and spin-orbit elements against uncoupled angular-momentum matrices, and the closed rate against complex eigenvectors of the effective Hamiltonian. It also asserts that the poles of this Hamiltonian reproduce, within 2 percent, the decay found in a Hermitian model with an explicit photon continuum, for separated and for overlapping levels. Further assertions cover the interference zero, the merging of two modes at zero gap, and the photon yield after sudden preparation. In the first example the output shows 323 s⁻¹ with both J = 1 paths and 143 s⁻¹ with the 3P1 path alone. In the second, the rate stays finite as the 3P0–3P1 gap closes and reaches 1.57×10¹¹ s⁻¹, a lifetime of 5.97 ps.

## Check in Python

```python
"""Hyperfine-induced E1 decay of 2 3P0 in a helium-like ion.

Result under test (energies and hbar*rates in the same unit):
 rate = GS*((E0-ET)*WS + v*WT)**2
        / (((E0-ET)*(E0-ES)-v**2)**2 + (GS*(E0-ET)/2)**2)
E0, ET, ES : energies of 3P0 and of the pure LS states 3P1 (T), 1P1 (S)
v          : singlet-triplet coupling in J=1
WT, WS     : hyperfine elements from 3P0 to T and S, all with F=I
GS         : hbar times the E1 rate of pure S to the ground state,
             taken at the photon energy of 3P0
common     : hbar times the 2p-2s decay rate shared by all three states
"""
import numpy as np
from scipy.constants import hbar, e
from scipy.integrate import quad
from scipy.linalg import solve_continuous_lyapunov

HBAR = hbar / e  # eV s


def close(x, y, tol):
    return abs(x - y) <= tol * abs(y)


def hyperfine_elements(a_s, a_p, spin):
    root = np.sqrt(spin * (spin + 1))
    return ((a_s - 3 * a_p) * root / np.sqrt(6),
            (a_s - 2 * a_p) * root / np.sqrt(12))


def induced_width(E0, ET, ES, v, WT, WS, GS):
    top = GS * ((E0 - ET) * WS + v * WT)**2
    real_part = (E0 - ET) * (E0 - ES) - v**2
    return top / (real_part**2 + (GS * (E0 - ET) / 2)**2)


def effective_hamiltonian(E0, ET, ES, v, WT, WS, GS, common=0.0):
    H = np.array([[E0, WT, WS], [WT, ET, v], [WS, v, ES]], complex)
    return H - 0.5j * np.diag([common, common, common + GS])


def mode_widths(E0, ET, ES, v, WT, WS, GS, common=0.0):
    """Total width from the pole, ground-state width from the mode."""
    H = effective_hamiltonian(E0, ET, ES, v, WT, WS, GS, common)
    poles, modes = np.linalg.eig(H)
    modes = modes / np.linalg.norm(modes, axis=0)
    k = np.argmax(abs(modes[0]))
    return -2 * poles[k].imag, GS * abs(modes[2, k])**2


def path_amplitudes(E0, ET, ES, v, WT, WS):
    """S amplitude brought in by each real J=1 eigenstate."""
    energies, u = np.linalg.eigh(np.array([[ET, v], [v, ES]]))
    W = u.T @ np.array([WT, WS])
    return energies, u[1] * W / (E0 - energies), u[1], W


def time_integrated_density(H):
    """Integral over time of c c^dagger, starting in the first state."""
    start = np.zeros(H.shape, complex)
    start[0, 0] = 1
    return solve_continuous_lyapunov(-1j * H, -start)


# ---- Hyperfine elements from uncoupled angular momentum matrices
def spin_matrices(j):
    m = np.arange(j, -j - 1, -1)
    plus = np.diag(np.sqrt(j * (j + 1) - m[1:] * (m[1:] + 1)), 1)
    return [(plus + plus.T) / 2, (plus - plus.T) / 2j, np.diag(m)]


eps = np.zeros((3, 3, 3))
for i, j, k in [(0, 1, 2), (1, 2, 0), (2, 0, 1)]:
    eps[i, j, k], eps[i, k, j] = 1, -1
u_nodes, u_weights = np.polynomial.legendre.leggauss(8)
phi = 2 * np.pi * np.arange(16) / 16
uu, pp = np.meshgrid(u_nodes, phi, indexing="ij")
sine = np.sqrt(1 - uu**2)
n = np.array([sine * np.cos(pp), sine * np.sin(pp), uu]).reshape(3, -1)
weights = np.repeat(u_weights, 16) * 2 * np.pi / 16
rr = 3 / (4 * np.pi) * np.einsum("q,aq,bq,iq,jq->ijab",
                                 weights, n, n, n, n)


def product(a, b, c):
    return np.kron(a, np.kron(b, c))


one2, one3 = np.eye(2), np.eye(3)
half = spin_matrices(0.5)
L = [product(-1j * eps[j], one2, one2) for j in range(3)]
s1 = [product(one3, h, one2) for h in half]
s2 = [product(one3, one2, h) for h in half]
dipole = [L[j] - s2[j] + 3 * sum(product(rr[j, k], one2, half[k])
                                 for k in range(3)) for j in range(3)]
J = [L[j] + s1[j] + s2[j] for j in range(3)]
J2 = sum(x @ x for x in J)
S2 = sum((s1[j] + s2[j]) @ (s1[j] + s2[j]) for j in range(3))
values, vectors = np.linalg.eigh(J2)
assert abs(values[0]) < 1e-12 and values[1] > 1
state_3P0 = vectors[:, 0]
P_J1 = J2 @ (6 * np.eye(12) - J2) / 8
P_T, P_S = P_J1 @ S2 / 2, P_J1 @ (np.eye(12) - S2 / 2)
spin_orbit = sum(L[j] @ s2[j] for j in range(3))
for spin in (0.5, 1.5, 2.5):
    dim = int(2 * spin + 1)
    nuc, unit = spin_matrices(spin), np.eye(dim)
    for a_s, a_p in ((1.0, 0.0), (1.0, 0.2)):
        H_hf = sum(np.kron(a_s * s1[j] + a_p * dipole[j], nuc[j])
                   for j in range(3))
        out = H_hf @ np.kron(state_3P0, unit[0])
        part_T = np.kron(P_T, unit) @ out
        part_S = np.kron(P_S, unit) @ out
        WT, WS = hyperfine_elements(a_s, a_p, spin)
        assert close(np.linalg.norm(part_T), WT, 1e-10)
        assert close(np.linalg.norm(part_S), WS, 1e-10)
        assert np.linalg.norm(out - part_T - part_S) < 1e-10
        F = [np.kron(J[j], unit) + np.kron(np.eye(12), nuc[j])
             for j in range(3)]
        F2_out = sum(f @ (f @ out) for f in F)
        assert np.allclose(F2_out, spin * (spin + 1) * out, atol=1e-10)
        # Phase-independent sign of the spin-orbit coupling
        loop = np.vdot(part_T, np.kron(spin_orbit, unit) @ part_S)
        assert abs(loop + WT * WS / np.sqrt(2)) < 1e-10
        diag_T = np.vdot(part_T, np.kron(spin_orbit, unit) @ part_T)
        assert abs(diag_T + WT**2 / 2) < 1e-10
        diag_S = np.vdot(part_S, np.kron(spin_orbit, unit) @ part_S)
        assert abs(diag_S) < 1e-10
assert close(np.vdot(state_3P0, spin_orbit @ state_3P0).real, -1, 1e-10)

# Hydrogenic 2p inverse cube and 1s contact density, nuclear charge 1
inverse_cube = quad(lambda r: (r * np.exp(-r / 2))**2 / 24 / r
                    if r > 0 else 0.0, 0, 60)[0]
density_1s = 1 / (4 * np.pi * quad(lambda r: r**2 * np.exp(-2 * r),
                                  0, 40)[0])
p_to_s = inverse_cube / (8 * np.pi / 3 * density_1s)
assert close(p_to_s, 1 / 64, 1e-7)


# ---- Hermitian model with an explicit photon continuum, E0 = 0
def continuum_width(ET, ES, v, WT, WS, GS):
    photon0, step, count = 10.0, 0.0125, 1440
    E = (np.arange(count) + 0.5) * step - 8
    coupling = np.sqrt(GS * ((photon0 + E) / photon0)**3
                       * step / (2 * np.pi))
    H = np.zeros((count + 3, count + 3))
    bare_ES = ES + np.sum(coupling**2 / E)  # absorbs the shift at E0
    H[:3, :3] = [[0, WT, WS], [WT, ET, v], [WS, v, bare_ES]]
    H[range(3, count + 3), range(3, count + 3)] = E
    H[2, 3:] = H[3:, 2] = coupling
    energies, states = np.linalg.eigh(H)
    probability = states[0]**2
    t1, t2 = 250.0, 450.0  # after transients, before the recurrence
    a1, a2 = [abs(np.sum(probability * np.exp(-1j * energies * t)))
              for t in (t1, t2)]
    return -2 * np.log(a2 / a1) / (t2 - t1)


continuum_cases = []
for case in ((1.0, 3.0, -0.7, 0.08, 0.05, 1.0),
             (0.2, 3.0, -0.7, 0.004, 0.003, 1.0)):
    direct = continuum_width(*case)
    pole_width = mode_widths(0.0, *case)[0]
    # 2 percent: the self-energy is frozen at E0 in the pole
    assert close(direct, pole_width, 0.02), (direct, pole_width)
    continuum_cases.append((direct, pole_width))

# ---- Closed rate against complex eigenvectors, overlapping levels
for ET in (0.5, 0.2, 0.163, -0.4):
    case = (0.0, ET, 3.0, -0.7, 2e-5, 1.3e-5, 1.0)
    assert close(induced_width(*case), mode_widths(*case)[1], 1e-4)

# Light-ion limit with pure nuclear spin-orbit coupling
zeta, split, w = 1e-3, 4.0, 1e-6
case = (-zeta, -zeta / 2, split, -zeta / np.sqrt(2),
        np.sqrt(2) * w, w, 1e-4)
assert close(mode_widths(*case)[1], 1e-4 * (3 * w / split)**2, 2e-3)
_, light_paths, _, _ = path_amplitudes(*case[:6])
assert close(light_paths[0] / light_paths[1], 2, 5e-3)

# Interference zero survives; separate widths on the poles fill it
WT, WS, v, GS = 1.4e-3, 1e-3, -0.7, 1.0
zero_case = (-v * WT / WS, 0.0, 3.0, v, WT, WS)
energies, _, c_S, W = path_amplitudes(*zero_case)
separate = GS * abs(np.sum(c_S * W / (zero_case[0] - energies
                                     + 0.5j * GS * c_S**2)))**2
assert mode_widths(*zero_case, GS)[1] < 1e-4 * separate

# ---- One J=1 level: width difference, width sum, and zero gap
g0, g1, ground, gap = 0.3, 0.8, 0.5, 0.4
for w in (1e-4, 0.2):
    H2 = np.array([[-0.5j * g0, w], [w, gap - 0.5j * g1]])
    total = g0 + g1
    R = w**2 * total / (gap**2 + total**2 / 4)
    photon_yield = ground * time_integrated_density(H2)[1, 1].real
    assert close(photon_yield, ground * R / (g0 * g1 + R * total), 1e-8)
w = 1e-3
H2 = np.array([[-0.5j * g0, w], [w, gap - 0.5j * g1]])
poles = np.linalg.eigvals(H2)
slow = poles[np.argmin(abs(poles + 0.5j * g0))]
added = w**2 * (g1 - g0) / (gap**2 + (g1 - g0)**2 / 4)
assert close(-2 * slow.imag - g0, added, 1e-4)
for w in (0.05, 0.2, 0.4):
    rates = np.sort(-2 * np.linalg.eigvals(
        np.array([[0, w], [w, -0.5j]])).imag)
    expected = 0.5 * (1 - np.sqrt(max(0.0, 1 - 16 * w**2)))
    assert close(rates[0], expected, 1e-8)

# ---- Example 1: small spin-orbit coupling, separated levels
spin = 0.5
zeta, split, rate_S, a_s = 0.02, 4.0, 1e12, 1e-4
WT, WS = hyperfine_elements(a_s, a_s * p_to_s, spin)
v = -zeta / np.sqrt(2)
levels = (-zeta, -zeta / 2, split, v, WT, WS)
energies, paths, _, _ = path_amplitudes(*levels)
rate = induced_width(*levels, HBAR * rate_S) / HBAR
mode_rate = mode_widths(*levels, HBAR * rate_S)[1] / HBAR
assert close(rate, mode_rate, 1e-3)
assert close(rate, rate_S * paths.sum()**2, 1e-3)
print("Continuum test, hbar*rate in model energy units")
for name, (direct, pole_width) in zip(("separated", "overlapping"),
                                      continuum_cases):
    print(f" {name}: continuum {direct:.4e}, pole {pole_width:.4e}")
print("EXAMPLE 1: model with separated levels")
print(f"nuclear spin I = {spin}")
print(f"spin-orbit zeta = {zeta:.3f} eV")
print(f"E_S (zeta=0 triplet at zero) = {split:.1f} eV")
print(f"pure singlet rate A_S = {rate_S:.1e} s^-1")
print(f"1s hyperfine constant A_s = {a_s:.1e} eV")
print(f"A_p/A_s = {p_to_s:.6f}")
print(f"W_T = {WT:.4e} eV")
print(f"W_S = {WS:.4e} eV")
print(f"v = {v:.5f} eV")
print(f"E_a-E_0 = {energies[0] + zeta:.6f} eV")
print(f"E_b-E_0 = {energies[1] + zeta:.6f} eV")
print(f"S amplitude via 3P1 = {paths[0]:.4e}")
print(f"S amplitude via 1P1 = {paths[1]:.4e}")
print(f"A_HF, both paths = {rate:.2f} s^-1")
print(f"A_HF, 3P1 path only = {rate_S * paths[0]**2:.2f} s^-1")
print(f"A_HF, 1P1 path only = {rate_S * paths[1]**2:.2f} s^-1")

# ---- Example 2: strong singlet-triplet mixing, overlapping levels
angle, E_b, rate_S, common_rate, a_s = 30.0, 400.0, 4e15, 1e10, 1e-2
c, s = np.cos(np.radians(angle)), np.sin(np.radians(angle))
WT, WS = hyperfine_elements(a_s, a_s * p_to_s, spin)
W_a, W_b = c * WT + s * WS, c * WS - s * WT
GS, common = HBAR * rate_S, HBAR * common_rate
width_a = s**2 * GS
print("EXAMPLE 2: model with overlapping levels")
print(f"nuclear spin I = {spin}")
print(f"mixing angle = {angle:.1f} degrees")
print(f"E_b-E_0 = {E_b:.1f} eV")
print(f"A_S = {rate_S:.1e} s^-1")
print(f"2p-2s rate gamma = {common_rate:.1e} s^-1")
print(f"A_s = {a_s:.3f} eV")
print(f"W_T = {WT:.4e} eV, W_S = {WS:.4e} eV")
print(f"W_a = {W_a:.4e} eV, W_b = {W_b:.4e} eV")
print(f"3P1 ground-channel rate A_a = {s**2 * rate_S:.3e} s^-1")
print(f"hbar A_a = {width_a:.4f} eV")
print(f"mode-merging coupling hbar A_a/4 = {width_a / 4:.4f} eV")
for E_a in (1.0, 0.3, 0.0):
    ET, ES = c**2 * E_a + s**2 * E_b, s**2 * E_a + c**2 * E_b
    levels = (0.0, ET, ES, s * c * (E_a - E_b), WT, WS)
    width = induced_width(*levels, GS)
    total, ground = mode_widths(*levels, GS, common)
    assert close(total - common, ground, 1e-5)
    assert close(width, ground, 3e-3)
    near = width_a * W_a**2 / (E_a**2 + width_a**2 / 4)
    assert close(near, width, 0.02)
    H = effective_hamiltonian(*levels, GS, common)
    photon_yield = GS * time_integrated_density(H)[2, 2].real
    g1 = common + width_a
    R = W_a**2 * (common + g1) / (E_a**2 + (common + g1)**2 / 4)
    two_level = width_a * R / (common * g1 + R * (common + g1))
    assert close(two_level, photon_yield, 0.02)
    print(f"gap E_a-E_0 = {E_a:.1f} eV:")
    print(f" A_HF with widths = {width / HBAR:.4e} s^-1")
    if E_a > 0:
        bare = rate_S * path_amplitudes(*levels)[1].sum()**2
        print(f" A_HF without widths = {bare:.4e} s^-1")
    print(f" lifetime = {1e12 * HBAR / (common + width):.3f} ps")
    print(f" ground-state photon yield = {photon_yield:.4f}")
print("all tests passed")
```

Printed output:

```
Continuum test, hbar*rate in model energy units
 separated: continuum 1.6491e-03, pole 1.6548e-03
 overlapping: continuum 5.1455e-04, pole 5.1465e-04
EXAMPLE 1: model with separated levels
nuclear spin I = 0.5
spin-orbit zeta = 0.020 eV
E_S (zeta=0 triplet at zero) = 4.0 eV
pure singlet rate A_S = 1.0e+12 s^-1
1s hyperfine constant A_s = 1.0e-04 eV
A_p/A_s = 0.015625
W_T = 3.3698e-05 eV
W_S = 2.4219e-05 eV
v = -0.01414 eV
E_a-E_0 = 0.009950 eV
E_b-E_0 = 4.020050 eV
S amplitude via 3P1 = -1.1974e-05
S amplitude via 1P1 = -5.9949e-06
A_HF, both paths = 322.88 s^-1
A_HF, 3P1 path only = 143.37 s^-1
A_HF, 1P1 path only = 35.94 s^-1
EXAMPLE 2: model with overlapping levels
nuclear spin I = 0.5
mixing angle = 30.0 degrees
E_b-E_0 = 400.0 eV
A_S = 4.0e+15 s^-1
2p-2s rate gamma = 1.0e+10 s^-1
A_s = 0.010 eV
W_T = 3.3698e-03 eV, W_S = 2.4219e-03 eV
W_a = 4.1293e-03 eV, W_b = 4.1250e-04 eV
3P1 ground-channel rate A_a = 1.000e+15 s^-1
hbar A_a = 0.6582 eV
mode-merging coupling hbar A_a/4 = 0.1646 eV
gap E_a-E_0 = 1.0 eV:
 A_HF with widths = 1.5375e+10 s^-1
 A_HF without widths = 1.7066e+10 s^-1
 lifetime = 39.408 ps
 ground-state photon yield = 0.6059
gap E_a-E_0 = 0.3 eV:
 A_HF with widths = 8.5792e+10 s^-1
 A_HF without widths = 1.8950e+11 s^-1
 lifetime = 10.439 ps
 ground-state photon yield = 0.8956
gap E_a-E_0 = 0.0 eV:
 A_HF with widths = 1.5743e+11 s^-1
 lifetime = 5.973 ps
 ground-state photon yield = 0.9403
all tests passed
```
